\section*{The solute Stefan balance between phases of unequal mass density}

\section*{The problem}

A planar interface at $x=s(t)$ separates a phase S, which fills $x<s$, from a phase L, which fills $x>s$. Their mass densities $\rho_S$ and $\rho_L$ differ, and each is uniform. Both phases contain a solute that diffuses, and the interface moves as one phase turns into the other. Phase S is held stationary, and $V=ds/dt$ is measured in its frame. Nothing enters or leaves through the outer face of L, which is free to move.

The velocity $u$ in each phase is the mass-averaged one, so that $\rho u$ is the total mass flux. The solute mass fraction is $w$, and the diffusive solute flux relative to $u$ is
\begin{equation}
j=-\rho D\,\frac{\partial w}{\partial x}.
\end{equation}
The interface values of $w$ are $w_S$ and $w_L$. They are constants fixed by local equilibrium. We write $r=\rho_S/\rho_L$.

\section*{(a) How fast does phase L move?}

\emph{Find the velocity of L in terms of $V$ and the densities, and state what happens if the interface itself stores mass.}

\medskip
\textbf{Solution.} Inside either phase, mass conservation reads $\partial_t\rho+\partial_x(\rho u)=0$. Since $\rho$ is uniform and constant there, $\partial_x u=0$. Each phase therefore has a single velocity, $u_S$ or $u_L$, and it suffices to find $u_L$ at the interface.

Take a fixed box $x_1<s<x_2$ of unit cross-section. Let $\Gamma$ be the mass per area that the interface holds in excess of two uniform phases meeting sharply at $s$. The mass in the box changes only by flow through its ends:
\begin{equation}
\frac{d}{dt}\Big[\rho_S(s-x_1)+\rho_L(x_2-s)+\Gamma\Big]=\rho_S u_S-\rho_L u_L .
\end{equation}
The derivative on the left is $(\rho_S-\rho_L)V+\dot\Gamma$. With $u_S=0$,
\begin{equation}
\rho_L u_L=(\rho_L-\rho_S)V-\dot\Gamma .
\end{equation}
An interface of steady structure has $\dot\Gamma=0$, which we assume from here on. Then
\begin{equation}
\boxed{\,u_L=\Big(1-\frac{\rho_S}{\rho_L}\Big)V=(1-r)V\,}
\label{drift}
\end{equation}

The sign can be read from a dense solid S that dissolves into a lighter liquid L. Then $V<0$ and $1-r<0$, so $u_L>0$: the dissolved material needs more room as liquid and pushes the liquid outward. For equal densities L stays at rest.

The law does not prefer one phase. In the frame of L the interface moves at $V'=V-u_L=rV$, and S moves at $-u_L=(r-1)V=(1-1/r)\,rV$. Hence $u_S'=(1-\rho_L/\rho_S)V'$, which is \eqref{drift} with the phases exchanged. The interface velocity in the formula is the one relative to whichever phase is at rest.

Two conditions deserve attention. First, if $\rho_L$ varied with composition, $\partial_xu$ would not vanish while the composition changed, and L would have no single velocity. Second, $u_L$ is an average over species. It is the velocity of every species, and so of the material as a body, where the diffusive fluxes vanish, for instance far from the interface.

\section*{(b) What is the solute balance?}

\emph{Find the condition that links $V$ to the diffusive fluxes $j_S$ and $j_L$ at the interface. What goes wrong if L is taken to be at rest?}

\medskip
\textbf{Solution.} Apply the same box to the solute, and shrink it onto the interface, so that changes of $w$ within the phases contribute nothing. The interface is assumed to store no solute. What remains is
\begin{equation}
(\rho_Sw_S-\rho_Lw_L)V=\rho_Sw_Su_S+j_S-\rho_Lw_Lu_L-j_L .
\end{equation}
Collect the terms of each phase:
\begin{equation}
\rho_Sw_S(V-u_S)-j_S=\rho_Lw_L(V-u_L)-j_L .
\label{relative}
\end{equation}
Now set $u_S=0$. From \eqref{drift}, $V-u_L=rV$, so $\rho_L(V-u_L)=\rho_SV$. This is the mass converted per area and time, and it is the same seen from either side. Equation \eqref{relative} becomes $\rho_SVw_S-j_S=\rho_SVw_L-j_L$, or
\begin{equation}
\boxed{\,\rho_SV\,(w_L-w_S)=j_L-j_S\,}
\label{stefan}
\end{equation}
The density of the stationary phase multiplies both mass fractions. The density of L enters through $j_L$.

In terms of the mass concentrations $c=\rho w$, the left side is $(r\,c_L-c_S)V$. Setting $u_L=0$ in \eqref{relative} would instead give $(c_L-c_S)V$. The difference, $(1-r)c_LV=c_Lu_L$, is the solute carried by the motion of L. A calculation that drops it can still conserve solute, but it does not conserve total mass: when S recedes by $|s|$, a mass $(\rho_S-\rho_L)|s|$ per area goes missing.

\section*{(c) Diffusion-controlled motion}

\emph{Both phases are so thick that their far compositions keep the initial values $w_S^\infty$ and $w_L^\infty$. The diffusivities $D_S$ and $D_L$ are constant, and $s(0)=0$. Find the equation that fixes the motion.}

\medskip
\textbf{Solution.} Solute conservation in L is $\partial_t(\rho_Lw)+\partial_x(\rho_Lwu_L+j)=0$. Dividing by the constant $\rho_L$ gives
\begin{equation}
\frac{\partial w}{\partial t}+u_L\frac{\partial w}{\partial x}=D_L\frac{\partial^2w}{\partial x^2}.
\end{equation}
Follow the liquid with $y=x-(1-r)s(t)$ and write $w(x,t)=W(y,t)$. Then $\partial_tw=\partial_tW-(1-r)V\,\partial_yW$, and the last term cancels the drift term, leaving $\partial_tW=D_L\partial_y^2W$. In this coordinate the interface sits at $y=s-(1-r)s=rs$.

Try $W=f(\eta)$ with $\eta=y/(2\sqrt{D_Lt})$. Since $\partial_tW=-\eta f'/(2t)$ and $D_L\partial_y^2W=f''/(4t)$, we need $f''=-2\eta f'$. Hence $f'\propto e^{-\eta^2}$, and $f$ is a constant plus a multiple of $\operatorname{erfc}\eta$. The interface value $w_L$ is constant, so $\eta$ must be constant at the interface. This requires
\begin{equation}
s=2\lambda\sqrt{D_Lt},\qquad V=\lambda\sqrt{D_L/t},
\end{equation}
and places the interface at $\eta=r\lambda$. The liquid profile is
\begin{equation}
w=w_L^\infty+(w_L-w_L^\infty)\,\frac{\operatorname{erfc}\eta}{\operatorname{erfc}(r\lambda)} .
\end{equation}
In the stationary phase there is no drift. Its far end lies at $x\to-\infty$, and the interface is at $x/(2\sqrt{D_St})=q\lambda$ with $q=\sqrt{D_L/D_S}$, so
\begin{equation}
w=w_S^\infty+(w_S-w_S^\infty)\,\frac{\operatorname{erfc}\!\big(-x/2\sqrt{D_St}\,\big)}{\operatorname{erfc}(-q\lambda)} .
\end{equation}

Use $d\operatorname{erfc}z/dz=-(2/\sqrt\pi)e^{-z^2}$ and define $\operatorname{erfcx}z=e^{z^2}\operatorname{erfc}z$. The argument falls with $x$ in S and rises with $x$ in L, so the two expressions begin with opposite signs:
\begin{align}
j_L&=\rho_L\sqrt{\frac{D_L}{\pi t}}\;\frac{w_L-w_L^\infty}{\operatorname{erfcx}(r\lambda)},\\
j_S&=-\rho_S\sqrt{\frac{D_S}{\pi t}}\;\frac{w_S-w_S^\infty}{\operatorname{erfcx}(-q\lambda)} .
\end{align}
Insert these and $V$ in \eqref{stefan} and divide by $\rho_S\sqrt{D_L/t}$. The factor $\rho_L/\rho_S=1/r$ appears in the first term and $\sqrt{D_S/D_L}=1/q$ in the second:
\begin{equation}
\lambda(w_L-w_S)=\frac{w_L-w_L^\infty}{r\sqrt\pi\,\operatorname{erfcx}(r\lambda)}+\frac{w_S-w_S^\infty}{q\sqrt\pi\,\operatorname{erfcx}(-q\lambda)} .
\label{lambda}
\end{equation}
The density ratio acts twice: through the prefactor $1/r$, and through $r\lambda$, which comes from the drift of the liquid.

\section*{(d) Slow diffusion in the stationary phase}

\emph{Let $q|\lambda|\gg1$. How does the motion depend on the density ratio when S recedes, and when it grows?}

\medskip
\textbf{Solution.} If S recedes, $\lambda<0$ and the argument $-q\lambda=q|\lambda|$ is large and positive. There $\operatorname{erfcx}z\simeq1/(z\sqrt\pi)$, so the last term of \eqref{lambda} tends to $(w_S-w_S^\infty)|\lambda|=-(w_S-w_S^\infty)\lambda$. Moved to the left side, it turns $w_L-w_S$ into $w_L-w_S^\infty$. The interface sweeps up a thin film, of thickness about $D_S/|V|$, in which the composition changes from $w_S^\infty$ to $w_S$; the film's content hardly matters, and material of composition $w_S^\infty$ is what dissolves.

If S grows, $\lambda>0$ and $\operatorname{erfcx}(-q\lambda)\simeq2e^{q^2\lambda^2}$ is huge. The last term vanishes, and $w_L-w_S$ stays: the new material is laid down with composition $w_S$ and keeps it.

Let $w_*$ be $w_S^\infty$ for recession and $w_S$ for growth. With $\mu=r\lambda$, both cases become
\begin{equation}
\sqrt\pi\,\mu\operatorname{erfcx}\mu=\frac{w_L-w_L^\infty}{w_L-w_*} ,\qquad \lambda=\frac{\mu}{r}.
\label{mu}
\end{equation}
The equation for $\mu$ contains no density. Therefore $\rho_S|s|=2|\mu|\rho_L\sqrt{D_Lt}$: at given compositions and liquid properties, the mass of S converted does not depend on $\rho_S$, and the distance moved varies as $1/\rho_S$.

For growth, the left side of \eqref{mu} starts at 0 and tends to 1 as $\mu\to\infty$. A solution thus exists if the right side lies between 0 and 1. When $w_L>w_S$, this means $w_S<w_L^\infty<w_L$.

\section*{(e) An aluminium core under a molten Al--Si filler}

\emph{A solid aluminium core touches a molten aluminium--silicon brazing filler, $150\ \mu$m thick, at 873 K for 0.1 s. Take $\rho_S=2550$ and $\rho_L=2400$ kg/m$^3$, $D_S=1.5\times10^{-12}$ and $D_L=5.0\times10^{-9}$ m$^2$/s. The silicon contents are $w_S=1.0$, $w_L=9.0$, $w_S^\infty=0$ and $w_L^\infty=12.0$ wt\%. All are rough typical values. Find the recession of the core, the motion of the liquid and the error made by ignoring the density difference.}

\medskip
\textbf{Solution.} Here $r=2550/2400=1.0625$, $1-r=-0.0625$ and $q=57.7$. For a first estimate use \eqref{mu}, whose right side is $(9-12)/(9-0)=-1/3$. For small $\mu$, $\operatorname{erfcx}\mu\simeq1-2\mu/\sqrt\pi$, so that
\begin{equation}
2\mu^2-\sqrt\pi\,\mu-\tfrac13=0,\qquad
\mu=\frac{\sqrt\pi-\sqrt{\pi+8/3}}{4}\simeq-0.159 ,
\end{equation}
and $\lambda=\mu/r\simeq-0.150$. Solving the full equation \eqref{lambda} numerically by bracketing the root gives $\lambda=-0.1469$. The slow-diffusion limit without the small-$\mu$ expansion gives $-0.1470$, as expected for $q|\lambda|\simeq8.5$.

With $\sqrt{D_Lt}=22.36\ \mu$m,
\begin{align}
|s|&=2(0.1469)(22.36\ \mu\text{m})=6.57\ \mu\text{m},\\
V&=-0.1469\,(22.36\ \mu\text{m})/(0.1\ \text{s})=-32.9\ \mu\text{m/s},\\
u_L&=(-0.0625)(-32.9\ \mu\text{m/s})=2.05\ \mu\text{m/s}.
\end{align}
The outer surface of the filler has moved outward by $0.0625\times6.57=0.41\ \mu$m.

The fluxes of part (c) are $j_L=-7.55$ and $j_S=-0.84$ g/(m$^2$\,s). Both are negative because silicon diffuses towards the core. Their difference, $-6.70$ g/(m$^2$\,s), equals $\rho_SV(w_L-w_S)$. The silicon film in the core is about $D_S/|V|=46$ nm thick.

With both densities set equal, the same equation gives a recession of 6.98 $\mu$m, which is 6.3\% above 6.57 $\mu$m. This is the factor $r$ of part (d). Keeping the two densities but holding the liquid at rest also gives 6.98 $\mu$m. The reason is that, for slow diffusion in S, the left side of the faulty balance becomes $(\rho_Lw_L-\rho_Sw_S^\infty)V$. With $w_S^\infty=0$ the solid density drops out, and the equal-density result returns. The mass then missing is $(150\ \text{kg/m}^3)(6.98\ \mu\text{m})=1.05$ g/m$^2$.

\section*{(f) What does the model leave out?}

\emph{Estimate the neglected effects for these numbers, and set the result beside real brazing.}

\medskip
\textbf{Solution.} \emph{Density of the liquid.} Suppose the liquid's specific volume is linear in $w$, with a rough density of 2380 kg/m$^3$ without silicon and 2400 kg/m$^3$ at 12 wt\%. The liquid's volume is then a constant times its mass plus a constant times its silicon content. The core adds mass but no silicon, and the little silicon it takes up is negligible here. The added liquid volume is therefore the dissolved mass divided by 2380 kg/m$^3$. At the same recession the outward shift becomes
\begin{equation}
6.57\ \mu\text{m}\,\Big(\frac{2550}{2380}-1\Big)=0.47\ \mu\text{m},
\end{equation}
14\% more than before. The density itself varies by only 5 kg/m$^3$ across the liquid, but the shift rests on a small difference of specific volumes and is sensitive to it.

\emph{Latent heat.} With a latent heat $\ell=400$ kJ/kg and a conductivity $k=90$ W/(m\,K), carrying the heat of melting across the filler thickness $h$ needs a temperature difference $\rho_S\ell|V|h/k=0.056$ K. At a liquidus slope of 6.6 K per wt\%, this alters the driving difference of 3 wt\% by 0.3\%, provided that the outer face is held at 873 K. That condition is severe: the heat flux $\rho_S\ell|V|$ is 34 kW/m$^2$ at 0.1 s, about as much as a black body at 873 K emits in total. If no heat arrives from outside, the metal itself must cool. For a core 1 mm thick and a specific heat of 1.15 kJ/(kg\,K) in both phases, the heat $\rho_S\ell|s|=6.7$ kJ/m$^2$ lowers the mean temperature of core and filler by about 2.0 K. The liquidus composition then rises by 0.3 wt\%, which removes about 10\% of the driving difference. Letting this cooling act back on the rate gives about 1.8 K and a recession of 6.0 $\mu$m, 8\% less than in part (e), which is more than the effect of the density difference. The result of part (e) is therefore that of an ideal isothermal contact.

\emph{Buoyancy.} Liquid near the core is poorer in silicon and lighter. For a viscosity $\eta_v=1.2$ mPa\,s the Rayleigh number $\Delta\rho\,gh^3/(\eta_vD_L)$ is about 28. A horizontal layer that is heavier on top needs a value of order $10^3$ to overturn, so convection is not expected there. A vertical layer has no such threshold.

\emph{Early times.} The law $V\propto t^{-1/2}$ diverges at $t=0$, where the finite rate at which atoms cross the interface must take over. This is not sized here, nor is penetration of liquid along grain boundaries.

\emph{Real brazing.} The temperature and compositions are in the range used for aluminium brazing, but the contact time is far from typical: furnace cycles keep the filler molten for minutes. At 0.1 s the solution for an infinitely thick filler gives, at the depth of the outer face, a composition change of only about $2\times10^{-6}$ of the 3 wt\% difference. The closed face roughly doubles this, which is still negligible, so the filler acts as infinitely thick. That fails as $\sqrt{D_Lt}$ approaches $h$, on the time scale $h^2/D_L=4.5$ s: the recession falls 1\% below the square-root law near 1.8 s and about 11\% below it at 4.5 s. Within 10 to 20 s the liquid saturates at 9 wt\%. If the core takes up no silicon, the liquid mass grows by the factor $12/9$, and the recession ends at
\begin{equation}
|s|=\frac{\rho_Lh}{3\rho_S}=\frac{150\ \mu\text{m}}{3(1.0625)}\simeq47\ \mu\text{m}.
\end{equation}
This final depth is about seven times the depth at 0.1 s. It is a limit set by the finite filler: under the square-root law the recession would grow without end. Reaching it also requires the heat of melting to be supplied from outside; the insulated core and filler considered above would stop near 25 $\mu$m. Silicon uptake by the core lowers the greatest depth slightly, to about 46.5 $\mu$m near 20 s, and then turns the interface back as the liquid slowly resolidifies, to about 44 $\mu$m after five minutes. Flow of the filler into joints changes the depth locally. The interface balance \eqref{stefan} and the drift law \eqref{drift} still hold in the saturating liquid under the assumptions of parts (a) and (b); what is lost is the square-root law.
